\section*{Reflection-Free Open Boundaries for Tunneling Through a Finite-Difference Barrier}

\section{The decision at the edge of the grid}

A calculation of the magnetoresistance of a tunnel junction on a grid has to stop somewhere inside the electrodes. One must then decide which phase to write into the first and last diagonal elements of the matrix. Two candidates are at hand: the phase $ka$ from the continuum wavevector, and the phase from the dispersion of the grid itself. In the junction treated below, with a spacing of 0.1 nm, the first choice makes the computed transmission of majority electrons wander by $\pm5\,\%$ as the cut is moved through a perfectly uniform electrode. The second choice makes it independent of the cut.

The model is one-dimensional, elastic and without interactions beyond a given potential. Spin is conserved and the magnetizations are collinear, so each spin channel is a separate scalar problem. The time factor is $e^{-iEt/\hbar}$, and energies are measured from the Fermi level.

\section{The equation that the grid solves}

With a position-dependent mass the wave equation is
\begin{equation}
-\frac{d}{dz}\left(\frac{\hbar^2}{2m}\frac{d\psi}{dz}\right)+U\psi=E\psi .
\end{equation}
Nodes have spacing $a$. Mass and potential are constant on each link between nodes, and material interfaces lie on nodes. Integrate over one cell, from the middle of link $j-\frac12$ to the middle of link $j+\frac12$, replace the slope at each midpoint by a difference quotient, and divide by $a$. With $t_{j+1/2}=\hbar^2/(2m_{j+1/2}a^2)$,
\begin{equation}
-t_{j+\frac12}(\psi_{j+1}-\psi_j)+t_{j-\frac12}(\psi_j-\psi_{j-1})
+\tfrac12\left(U_{j-\frac12}+U_{j+\frac12}\right)\psi_j=E\psi_j .
\label{grid}
\end{equation}
The off-diagonal elements of $H$ are therefore $-t_{j\pm1/2}$, and the diagonal is $h_j=t_{j-1/2}+t_{j+1/2}+\frac12(U_{j-1/2}+U_{j+1/2})$.

In a uniform lead with band bottom $U$ and hopping $t$, inserting $\psi_j=e^{i\theta j}$ gives
\begin{equation}
E-U=2t(1-\cos\theta)=4t\sin^2(\theta/2).
\label{disp}
\end{equation}
The continuum phase is $x=ka=a\sqrt{2m(E-U)}/\hbar$, so that $E-U=tx^2$. Hence
\begin{equation}
\theta=2\arcsin\frac x2=x+\frac{x^3}{24}+\dots
\label{theta}
\end{equation}
The two phases differ in third order. A propagating grid wave requires $0<E-U<4t$, that is, $0<x<2$.

\section{What the continuum phase does}

Close the grid after node $N$ by assuming an outgoing wave of phase $\varphi$, so that $\psi_{N+1}=e^{i\varphi}\psi_N$. The term $-t\psi_{N+1}$ in (\ref{grid}) becomes $\Sigma\psi_N$ with the self-energy
\begin{equation}
\Sigma=-t\,e^{i\varphi}.
\end{equation}
The waves that actually live in the lead have phase $\theta$. Write them as $\psi_j=\alpha e^{i\theta(j-N)}+\beta e^{-i\theta(j-N)}$. The closing condition reads $\alpha e^{i\theta}+\beta e^{-i\theta}=e^{i\varphi}(\alpha+\beta)$, and the cut reflects with amplitude
\begin{equation}
\rho=\frac\beta\alpha=-\frac{e^{i\theta}-e^{i\varphi}}{e^{-i\theta}-e^{i\varphi}},\qquad
|\rho|=\left|\frac{\sin\frac{\theta-\varphi}2}{\sin\frac{\theta+\varphi}2}\right| .
\label{rho}
\end{equation}
The modulus follows from $|e^{iu}-e^{iv}|=2|\sin\frac{u-v}2|$. For the continuum choice $\varphi=x$, (\ref{theta}) gives $(\theta-x)/2\approx x^3/48$ and $(\theta+x)/2\approx x$, so
\begin{equation}
|\rho|\approx x^2/48 .
\end{equation}
For $\varphi=\theta$ the numerator vanishes. That is the cure: the boundary must carry the wave that solves the difference equation, not the differential equation.

The wrong phase also has a physical reading. A lead whose band bottom is raised by $\delta U$ has grid phase $x$ if $E-U-\delta U=2t(1-\cos x)$. Since $E-U=tx^2$,
\begin{equation}
\delta U=2t\left(\cos x-1+\frac{x^2}2\right)\approx\frac{t x^4}{12}=\frac{(E-U)x^2}{12}.
\label{step}
\end{equation}
The continuum phase thus solves, without error at the cut, a different device: one in which every node beyond the cut is raised by $\delta U$ while the last kept node is not, so that a step lies between two nodes at each end. A step of the same height placed on a node, as for the interfaces in (\ref{grid}), would reflect less. The height $\delta U$ depends on energy, so the equivalence holds at one energy at a time. That device conserves current. If the flux in each lead is weighted with $2t\sin x$, the check that transmission and reflection add up to one is passed and reveals nothing. Weighting with the continuum ratio $k_R/k_L$ instead adds a further error for unequal leads, about 8\,\% of $T$ for the majority--minority channel below.

\section{The scheme with the right phase}

\subsection{Source and transmission}

Let nodes $1$ and $N$ lie inside the uniform leads. On the left, an incident and a reflected wave give $\psi_j=Ae^{i\theta j}+Be^{-i\theta j}$ for $j\le1$. From $\psi_1$ one has $B=e^{i\theta}(\psi_1-Ae^{i\theta})$, so
\begin{equation}
\psi_0=A+B=e^{i\theta}\psi_1+A(1-e^{2i\theta}).
\end{equation}
Insert this into the equation of node 1, $(E-h_1)\psi_1+t\psi_0+t_{3/2}\psi_2=0$, and use $1-e^{2i\theta}=-2i\sin\theta\,e^{i\theta}$:
\begin{equation}
(E-h_1+te^{i\theta})\psi_1+t_{3/2}\psi_2=i\Gamma_Le^{i\theta}A,\qquad \Gamma=2t\sin\theta .
\end{equation}
The left lead yields the same self-energy $-te^{i\theta}$ and a source. With $G=(E-H-\Sigma_L-\Sigma_R)^{-1}$,
\begin{equation}
\psi_N=iG_{N1}\Gamma_Le^{i\theta}A .
\label{psiN}
\end{equation}

To find the current, multiply (\ref{grid}) by $\psi_j^*$ and take the imaginary part. The diagonal terms are real and drop out, leaving
\begin{equation}
t_{j+\frac12}\,\mathrm{Im}(\psi_j^*\psi_{j+1})=t_{j-\frac12}\,\mathrm{Im}(\psi_{j-1}^*\psi_j).
\end{equation}
This quantity is the same on every link. On the right it equals $t\sin\theta_R|\psi_N|^2=\frac12\Gamma_R|\psi_N|^2$. On the left it equals $\frac12\Gamma_L(|A|^2-|B|^2)$, because the two cross terms are complex conjugates of each other and have no imaginary part. Transmitted over incident flux is, with (\ref{psiN}),
\begin{equation}
T=\Gamma_L\Gamma_R|G_{N1}|^2 .
\label{T}
\end{equation}
The reflected amplitude referred to node 1 is $Be^{-i\theta}/(Ae^{i\theta})=\psi_1/(Ae^{i\theta})-1=i\Gamma_LG_{11}-1$. Together with incidence from the right this gives the flux-normalized matrix $S=-1+i\Gamma^{1/2}G\,\Gamma^{1/2}$, which is unitary because the flux is conserved for every combination of incoming waves.

\subsection{Procedure}

\begin{enumerate}
\item Set mass and potential on the links, with at least one lead cell beyond each interface.
\item In each lead compute $\theta=\arccos[1-(E-U)/(2t)]$. If $x\ge2$, refine the grid.
\item Add $-te^{i\theta}$ to the first and last diagonal elements, each with its own lead's values.
\item Solve the tridiagonal system for a unit source at node 1 and form (\ref{T}). The cost grows linearly with $N$.
\item Refine $a$ until $T$ settles.
\end{enumerate}
For $E<U$ the lead carries no flux and there is no transmission to compute. If the potential still varies at the cut, neither phase is right, since the discarded part would itself scatter.

\section{How a small reflection becomes a large error}

Suppose the wrong phase is used at both ends. Let the vector $\mathbf a$ hold the waves running towards the barrier at nodes 1 and $N$, and $\mathbf b=S\mathbf a$ those running away, with $S$ the correct matrix. The cuts send back $P\mathbf b$, where $P=\mathrm{diag}(\rho_L,\rho_R)$. A unit flux arriving from the fictitious left lead enters with amplitude $\tau_L$, where $|\tau_L|^2=1-|\rho_L|^2$. Then $(1-PS)\mathbf a=(\tau_L,0)^{T}$. With $D=\det(1-PS)$, the inverse of this $2\times2$ matrix gives
\begin{equation}
\mathbf a=\frac{\tau_L}{D}\begin{pmatrix}1-\rho_RS_{22}\\ \rho_RS_{21}\end{pmatrix},\qquad
b_2=S_{21}a_1+S_{22}a_2=\frac{\tau_LS_{21}}{D},
\end{equation}
where the terms with $\rho_RS_{22}S_{21}$ cancel. Leaving through the right cut costs a factor $1-|\rho_R|^2$ in flux, so
\begin{equation}
T_{\rm wrong}=\frac{(1-|\rho_L|^2)(1-|\rho_R|^2)}{|D|^2}\,T .
\label{wrong}
\end{equation}

If the leads are equal, $PS=|\rho|V$ with $V$ unitary. Its eigenvalues have modulus one, so each of the two factors of $|D|$ lies between $1-|\rho|$ and $1+|\rho|$, and
\begin{equation}
\left(\frac{1-|\rho|}{1+|\rho|}\right)^2\le\frac{T_{\rm wrong}}{T}\le\left(\frac{1+|\rho|}{1-|\rho|}\right)^2 .
\label{bound}
\end{equation}
The limits are about $1\mp4|\rho|$, or $1\mp x^2/12$ for small $x$.

Two cases show when the limits are approached. In a bare wire $S_{11}=S_{22}=0$ and $S_{12}=S_{21}=e^{i\chi}$, so $D=1-\rho^2e^{2i\chi}$. The false reflection enters in second order, and the loss of transmission is at most about $4|\rho|^2$. For an opaque barrier $|S_{11}|$ and $|S_{22}|$ are close to one, $S_{21}$ is small, and $D\approx(1-\rho_LS_{11})(1-\rho_RS_{22})$. The error is now of first order: the barrier throws back a strong wave, and the weak echo from the cut interferes with it. Each further lead cell turns the phase of $S_{11}$ by $2\theta$, so the error oscillates with the position of the cut. A trial on an empty wire therefore says little about the error in a tunnel junction.

\section{The error that stays}

The right phase removes the reflection at the cuts. It does not make the grid a continuum. For a rectangular barrier of thickness $d$ the remaining error can be found in closed form.

First take the continuum. Let $v=\hbar k/m$ in the leads, $w=\hbar\kappa/m_b$ in the barrier and $\Delta=\kappa d$. Both $\psi$ and $\phi=(\hbar/m)\psi'$ are continuous. Expanding the barrier solution in $\cosh\kappa(z-d)$ and $\sinh\kappa(z-d)$ gives
\begin{align}
\psi(0)&=\psi(d)\cosh\Delta-\frac{\phi(d)}w\sinh\Delta,\\
\phi(0)&=-w\,\psi(d)\sinh\Delta+\phi(d)\cosh\Delta .
\end{align}
On the right $\psi(d)=\tau$ and $\phi(d)=iv_3\tau$. On the left $\psi(0)=A+B$ and $\phi(0)=iv_1(A-B)$, so $2A=\psi(0)+\phi(0)/(iv_1)$:
\begin{equation}
\frac{2A}\tau=\frac{v_1+v_3}{v_1}\cosh\Delta+i\,\frac{w^2-v_1v_3}{v_1w}\sinh\Delta .
\end{equation}
With $T=(v_3/v_1)|\tau/A|^2$,
\begin{equation}
T=\frac{4v_1v_3w^2}{w^2(v_1+v_3)^2\cosh^2\Delta+(w^2-v_1v_3)^2\sinh^2\Delta}.
\label{rect}
\end{equation}

On the grid, sort (\ref{grid}) at an interface node 0 into a barrier side and a lead side:
\begin{equation}
t_b(\psi_1-\psi_0)-\tfrac12(U_b-E)\psi_0=t(\psi_0-\psi_{-1})+\tfrac12(U-E)\psi_0 .
\end{equation}
For $e^{\pm i\theta j}$ the right side is $t(1-e^{\mp i\theta})-t(1-\cos\theta)=\pm it\sin\theta$. In the barrier $\psi_j=e^{\pm\mu j}$ with $U_b-E=2t_b(\cosh\mu-1)$, and the left side is $\pm t_b\sinh\mu$. The matching has the same form as before, so (\ref{rect}) holds on the grid with
\begin{equation}
v\to t\sin\theta,\qquad w\to t_b\sinh\mu,\qquad \Delta\to\mu d/a .
\end{equation}
A common unit of $v$ and $w$ cancels in (\ref{rect}). Because $\mu=2\,\mathrm{arcsinh}(\kappa a/2)\approx\kappa a-(\kappa a)^3/24$, the wave decays too slowly on the grid, and $e^{-2\Delta}$ is too large by the relative amount $2\kappa d(\kappa a)^2/24$. The interface factors add another error of order $a^2$, which may have the opposite sign.

\section{A memory-cell junction in numbers}

The parameters are rough values in the regime of the magnetic tunnel junction of a spin-transfer-torque memory cell: an oxide 1.0 nm thick, a barrier 1.0 eV above the Fermi level with mass $0.4\,m_0$, and free-electron leads with kinetic energies of 2.0 eV (majority) and 0.2 eV (minority). For $a=0.1$ nm the lead hopping is $t=3.810$ eV. The majority phases are
\begin{equation}
x=\sqrt{2.0/3.810}=0.7245,\qquad \theta=2\arcsin(0.3623)=0.7414 .
\end{equation}
Equation (\ref{rho}) gives $|\rho|=0.0126$, somewhat above the leading estimate $x^2/48=0.0109$. The equivalent false step (\ref{step}) is 0.086 eV. For minority electrons $|\rho|$ is only 0.0011.

Now keep device and grid fixed and vary the lead cells kept on each side from 1 to 20. The transmissions, in units of $10^{-3}$, are:

\begin{center}
\begin{tabular}{lccc}
channel & lattice phase & continuum phase & limit $a\to0$\\
maj--maj & 6.056 & 5.760 to 6.366 & 6.039\\
min--min & 1.676 & 1.669 to 1.683 & 1.685\\
maj--min & 3.185 & 3.106 to 3.273 & 3.188
\end{tabular}
\end{center}

With the lattice phase the relative spread is a few $10^{-15}$, which is rounding. With the continuum phase the majority ratio $T_{\rm wrong}/T$ runs from 0.951 to 1.051, close to both limits of (\ref{bound}). In a bare wire the same $|\rho|$ would cost at most $4\times0.0126^2\approx0.06\,\%$.

Equation (\ref{rect}) is symmetric in $v_1$ and $v_3$, so the two antiparallel channels are equal. The magnetoresistance ratio at normal incidence is
\begin{equation}
\mathrm{TMR}=\frac{6.056+1.676}{2\times3.185}-1\approx21.4\,\% ,
\end{equation}
against 21.1\,\% in the continuum limit. With equal numbers of lead cells on both sides, the continuum phase gives values from 19.6 to 23.1\,\%, depending on the cut.

Refinement shows the two kinds of error side by side for the majority channel, both relative to $T$:

\begin{center}
\begin{tabular}{ccc}
$a$ (nm) & grid error (\%) & wrong phase, half-range (\%)\\
0.100 & $+0.278$ & 5.01\\
0.050 & $+0.225$ & 1.13\\
0.025 & $+0.065$ & 0.28
\end{tabular}
\end{center}

The last column falls about fourfold per halving, as $x^2/12$ requires. The grid error at first hardly falls. At 0.1 nm it is the difference of two larger parts of $\ln T$: $+0.0279$ from the decay and $-0.0252$ from the interfaces. The $a^2$ terms of the two parts cancel only partly, and the $a^4$ term matters too. Fitting $c_2a^2+c_4a^4$ to the first two rows gives $+1.11\,\%$ and $-0.83\,\%$ for the two terms at 0.1 nm. It predicts 0.066\,\% for the third row, close to the 0.065\,\% of the table. The fitted second term absorbs higher orders: the series itself begins $+1.09$, $-0.73$ and $-0.08\,\%$ for the $a^2$, $a^4$ and $a^6$ terms at 0.1 nm. The small grid error at 0.1 nm is thus a property of these parameters and not a general merit of the grid. It also means that a slow change between two coarse grids is no proof of convergence.

For design, the naive phase would need $x^2/12<0.001$, hence $x<0.11$ and $a<0.015$ nm, to hold the majority wander below $\pm0.1\,\%$. The lattice phase removes it at any $a$ below $2/k=0.28$ nm, and the spacing is then set by the remaining grid error alone.

\section{The model beside a real junction}

The restriction to normal incidence strongly affects the magnetoresistance. For a conserved transverse wavevector $q$ the leads have $k^2\to k^2-q^2$ and the barrier has $\kappa^2\to\kappa^2+q^2$, and each spin channel contributes
\begin{equation}
\frac{\mathcal G}{\mathcal A}=\frac{e^2}{h}\int\frac{d^2q}{(2\pi)^2}\,T(q).
\end{equation}
In the continuum limit this yields a parallel resistance-area product of $14\ \Omega\,\mu\mathrm m^2$ and a TMR of 87\,\%, four times the value at normal incidence. Minority states exist only for $q<0.2291/(0.1\ \mathrm{nm})=2.29\ \mathrm{nm}^{-1}$, and their normal velocity vanishes at that limit, while majority states extend to $7.2\ \mathrm{nm}^{-1}$. The integral therefore favours the majority--majority channel.

Memory-cell junctions have oxides near 1 nm, resistance-area products from a few to some tens of $\Omega\,\mu\mathrm m^2$, and a TMR of roughly 100\,\% or more. The model falls near these figures, but this does not confirm it. In junctions with crystalline barriers the symmetry of the electrode bands selects which states decay slowly, and free-electron leads have no such selection. Magnons, defects and spin-orbit coupling are also absent, and none of these is sized here.

Other neglected effects can be sized for the majority channel at normal incidence. Thermal smearing at 300 K multiplies $T$ by 1.01. A bias of 0.5 V, with a linear drop and an average over the energy window, gives 1.12; its field of 5 MV/cm is half of a rough breakdown field of 10 MV/cm. Image charges of alternating sign at distances $nd$ on both sides, with the factor $\frac12$ that belongs to an induced potential, lower the middle of the barrier by $e^2\ln2/(4\pi\epsilon_0\epsilon_rd)=0.33$ eV for a rough $\epsilon_r=3$. Lowering the whole barrier by that amount gives a factor 3.3. This understates the effect, because the lowering is smallest in the middle and grows towards the interfaces; the full profile gives roughly 9 to 19, depending on where its divergence is cut off. Neither figure applies if the chosen height is already an effective one. A two-band decay, $\kappa^2\to\kappa^2(1-1.0/7)$ for a rough gap of 7 eV, gives 1.6 from the exponential alone, and an oxide thinner by 0.1 nm gives 1.9.

All of these except thermal smearing exceed the 5\,\% wander from the wrong phase, so the absolute resistance of a device will not reveal it. It matters when computed values are compared with each other. Between magnetic states, the false reflection shifts the magnetoresistance by an amount that depends on the cut. The integral over $q$ averages this only in part: on the 0.1 nm grid the TMR over all angles is 86.4\,\% with the lattice phase and runs from 83.6 to 89.6\,\% with the continuum phase for 1 to 20 lead cells, and the range narrows for longer leads. Across thicknesses, it adds a false oscillation if the total length of the grid is held fixed, because the cut then moves relative to the interfaces. With a fixed number of lead cells it is nearly a constant factor for an opaque barrier, and so escapes notice in such a series. The full set of values is in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
barrier thickness = 1.0 nm
barrier height above Fermi level = 1.0 eV
barrier mass / free mass = 0.4
majority, minority kinetic energy = 2.0, 0.2 eV
grid spacing = 0.10 nm
lead hopping t = 3.8100 eV
barrier decay constant = 3.2402 1/nm
majority continuum phase x = 0.72453 rad
majority lattice phase theta = 0.74139 rad
minority continuum phase x = 0.22912 rad
minority lattice phase theta = 0.22962 rad
majority false reflection |rho| = 0.01260
majority estimate x^2/48 = 0.01094
minority false reflection |rho| = 0.001109
reflection with lattice phase = 3.7e-16
false step in majority lead = 0.0860 eV
Transmissions on the grid, cuts moved over 1 to 20 lead cells:
maj-maj: lattice phase T = 6.056086e-03
maj-maj: relative spread = 2.1e-15
maj-maj: continuum phase T = 5.759872e-03 to 6.366281e-03
maj-maj: continuum-limit T = 6.039296e-03
min-min: lattice phase T = 1.676004e-03
min-min: relative spread = 2.7e-15
min-min: continuum phase T = 1.668595e-03 to 1.683427e-03
min-min: continuum-limit T = 1.684932e-03
maj-min: lattice phase T = 3.184776e-03
maj-min: relative spread = 2.5e-15
maj-min: continuum phase T = 3.106033e-03 to 3.272640e-03
maj-min: continuum-limit T = 3.188344e-03
maj-maj bounds on T ratio = 0.9508 to 1.0517
maj-maj found T ratio = 0.9511 to 1.0512
TMR, lattice phase = 21.39 %
TMR, continuum phase = 19.61 to 23.13 %
TMR, continuum limit = 21.13 %
Grid error of ln T at 0.1 nm, times 100 (decay, interface part):
  maj-maj: +2.793, -2.516
  maj-min: +2.798, -2.910
maj-min error ratio, a/4 to a/8 = 3.761
maj-min error ratio, a/16 to a/32 = 3.985
maj-maj: a (nm), grid error of T (%), half-range, wrong phase (%):
  0.100  +0.278  5.007
  0.050  +0.225  1.127
  0.025  +0.065  0.275
Neglected effects (factors multiply maj-maj T):
all angles: RA product, parallel = 14.04 ohm um2
all angles: TMR = 86.97 %
thermal smearing at 300 K: factor 1.0134
bias 0.5 V: factor 1.1234
field = 5.0 MV/cm, rough breakdown 10 MV/cm
image energy at mid-barrier = -0.333 eV (rel. permittivity 3)
barrier lowered by that amount: factor 3.27
two-band decay, gap 7 eV: factor 1.62
barrier thinner by 0.1 nm: factor 1.91
\end{verbatim}
